# Why Neutralized Ions Give Decelerated Implants Deep Tails

The fraction of a beam neutralized in a stretch of gas is a pure number. An ion crossing a field-free drift at fixed energy meets gas of density \(n\), has a neutralization cross section \(\sigma_{10}\), and travels a length \(L\). With the energy fixed, these combine into the two dimensionless groups \(\sigma_{10}nL\) and \(L^2/\sigma_{10}\). If collisions are independent, the chance of one in a short step \(ds\) is \(\sigma_{10}n\,ds\), so the second group cannot enter by itself.

The form of the answer follows from cutting the gas into two slabs. Let \(x=\int\sigma_{10}n\,ds\), and let \(S(x)\) be the probability that an ion is still charged after it. To survive both slabs the ion must survive each, so \(S(x_1+x_2)=S(x_1)S(x_2)\). Differentiating with respect to \(x_2\) at \(x_2=0\) gives \(S'(x)=S'(0)S(x)\). The definition of the cross section sets \(S'(0)=-1\), and \(S(0)=1\), so \(S=e^{-x}\). The neutralized fraction is therefore

\[
1-e^{-\sigma_{10}N},\qquad N=\int n\,ds .
\]

The quantity \(N\), in cm\(^{-2}\), is the gas exposure. What remains is to decide which part of the beam path belongs in the integral, and why these neutrals make a deep tail.

**What the retarding field cannot do**

Consider singly charged ions leaving the last bend of a beam line with kinetic energy \(E_d\). They cross a field-free drift, then a retarding gap, then a short field-free region before the wafer. Let \(U(s)\) be the potential energy of an ion, zero in the drift and rising steadily through the gap to \(E_d-E_f\). With charge state \(q=1\) for an ion and \(q=0\) for a neutral, the kinetic energy obeys

\[
\frac{dK}{ds}=-q\,\frac{dU}{ds}.
\]

An atom that stays charged reaches the wafer with \(E_d-(E_d-E_f)=E_f\). An ion neutralized at position \(s\) has \(K=E_d-U(s)\) at that moment, and keeps it while neutral. I neglect the small energy change and deflection in the collision itself.

The place of neutralization therefore decides the landing energy:

- In the drift, \(U=0\), and the neutral lands with \(E_d\).
- In the gap, it lands with an energy between \(E_f\) and \(E_d\).
- After the gap, it lands with the intended \(E_f\).

Neutrals formed well before the last bend travel straight on and miss the wafer. The exposure that makes full-energy contamination is thus \(N_d\), taken from the bend to the start of the gap.

**Allowing neutrals to become ions again**

A neutral can lose an electron in a later collision, with cross section \(\sigma_{01}\). Let \(f\) be the neutral fraction in the drift. Ions, a fraction \(1-f\), feed it, and re-ionization drains it:

\[
\frac{df}{dN}=\sigma_{10}(1-f)-\sigma_{01}f
=\sigma_{10}-(\sigma_{10}+\sigma_{01})f,\qquad f(0)=0 .
\]

Write \(\sigma_t=\sigma_{10}+\sigma_{01}\) and \(g=f-\sigma_{10}/\sigma_t\). Then \(dg/dN=-\sigma_t g\), so \(g=g(0)e^{-\sigma_tN}\) with \(g(0)=-\sigma_{10}/\sigma_t\). Hence

\[
f(N_d)=\frac{\sigma_{10}}{\sigma_t}\left(1-e^{-\sigma_tN_d}\right).
\]

To keep all of \(E_d\), an atom must also remain neutral across the gap, because any finite charged path there costs energy. The probability of this is \(e^{-\sigma_{01}N_g}\), where \(N_g\) is the gap exposure. Re-ionization after the gap changes the charge but not the energy. If every atom leaving the bend reaches the wafer, the full-energy fraction of all arriving atoms is

\[
c=\frac{\sigma_{10}}{\sigma_t}\left(1-e^{-\sigma_tN_d}\right)e^{-\sigma_{01}N_g}.
\]

Both cross sections here are taken at \(E_d\), since the atoms concerned have that energy throughout. For \(\sigma_{01}=0\) the result returns to \(c=1-e^{-\sigma_{10}N_d}\), and for thin gas to \(c\approx\sigma_{10}N_d\). In a very thick drift the first factor saturates at \(\sigma_{10}/\sigma_t\), where gain and loss of neutrals balance.

A Monte Carlo calculation tested this formula by following the charge and kinetic energy of 400,000 atoms, using the local gas density and not the exposure integral. With the gas of the example below made 300 times denser, it gave a full-energy fraction of 0.5446, against 0.5439 from the formula.

Two control runs, without re-ionization, placed the same exposure, \(\sigma_{10}N=0.2\), on one side of the gap or the other. The expected neutral fraction is \(1-e^{-0.2}=0.1813\) in both. With the gas after the gap, a fraction 0.1813 arrived neutral and none had the drift energy. With the gas before it, 0.1795 arrived at full energy. That is 2.9 standard errors low, a rather large fluctuation, though inside the five standard errors allowed by the test. The contrast between the two runs isolates the cause: neutralization makes the fast group when it precedes deceleration.

**From pressure to exposure**

For an ideal gas at temperature \(T\), \(n=P/(k_BT)\). Suppose the pressure has a uniform part \(P_b\) and a part from wafer outgassing, of size \(P_w\) at the wafer, that decays upstream over a length \(\lambda\). With \(s=0\) at the bend exit and the wafer at \(s=L\),

\[
P(s)=P_b+P_we^{-(L-s)/\lambda}.
\]

Integrating over a drift of length \(L_d\), and using \(\int e^{s/\lambda}ds=\lambda e^{s/\lambda}\), gives

\[
k_BT\,N_d=P_bL_d+P_w\lambda\left[e^{-(L-L_d)/\lambda}-e^{-L/\lambda}\right].
\]

Take \(E_d=3000\) eV and \(E_f=500\) eV, with drift, gap and final lengths of 60, 5 and 15 cm, so \(L=80\) cm. Let \(P_b=2\times10^{-6}\) Torr, \(P_w=10^{-5}\) Torr, \(\lambda=30\) cm and \(T=300\) K. The pressure integral is

\[
1.20\times10^{-4}+3.0\times10^{-4}(0.5134-0.0695)
=2.53\times10^{-4}\ \text{Torr cm}.
\]

At 300 K, 1 Torr corresponds to \(3.219\times10^{16}\) cm\(^{-3}\), so \(N_d=8.15\times10^{12}\) cm\(^{-2}\). With the chosen \(\sigma_{10}=5\times10^{-16}\) cm\(^2\), \(\sigma_{10}N_d=0.00407\), and

\[
c=1-e^{-0.00407}=0.41\%.
\]

The pressure at the wafer, \(1.2\times10^{-5}\) Torr, multiplied by the drift length would give 1.15%, which is 2.8 times too large, because most of the drift lies where the outgassing has decayed. With outgassing absent and all else fixed, \(c\) falls to 0.19%. In this example, then, outgassing roughly doubles the contamination.

With \(\sigma_{01}=2\times10^{-16}\) cm\(^2\), re-ionization lowers \(c\) by 0.11% of its value. Expansion for thin gas shows why:

\[
\frac{c}{\sigma_{10}N_d}\approx1-\tfrac12(\sigma_{10}+\sigma_{01})N_d-\sigma_{01}N_g .
\]

Relative to the one-way result, the change is \(-\sigma_{01}(N_d/2+N_g)\). With \(N_g=1.22\times10^{12}\) cm\(^{-2}\) this is \(-0.0011\). I drop re-ionization from here on.

**What the dose cup sees**

Let a cup at the wafer plane count the charge carried by beam atoms, and let \(\sigma_{10}\) have one value along the whole path. The counted current \(I\), relative to the current \(I_0\) that the same beam would give without gas, is

\[
\frac{I}{I_0}=e^{-\sigma_{10}N_{\rm tot}},
\]

where \(N_{\rm tot}\) runs from the bend to the wafer. In the example \(N_{\rm tot}=1.414\times10^{13}\) cm\(^{-2}\) and \(I/I_0=0.9930\). An implant stopped at a counted dose of \(10^{15}\) cm\(^{-2}\) has received \(I_0/I\) times as many atoms, an excess of 0.71%. This dose error and the energy contamination are different quantities: neutrals made after the gap contribute to the first and not to the second.

The current loss can nevertheless predict the contamination. Taking the logarithm, \(\sigma_{10}=-\ln(I/I_0)/N_{\rm tot}\). Inserting this in \(c=1-e^{-\sigma_{10}N_d}\) gives

\[
c=1-\left(\frac{I}{I_0}\right)^{N_d/N_{\rm tot}}
\approx\frac{N_d}{N_{\rm tot}}\left(1-\frac{I}{I_0}\right).
\]

The last form holds for a small loss. Here it gives \(0.5765\times0.00704=0.0041\), as before. The cross section has cancelled, and the exposure ratio needs only the shape of the pressure profile. In a Monte Carlo run with 50 times the gas, the current estimate was 0.1844 and the full-energy fraction found directly was 0.1845.

The method fails if current is lost for other reasons, such as apertures or a changing source. It also needs \(I_0\) for the same beam at the bend exit. The ions are slower after the gap, so in a real beam line the cross section there will generally differ from that in the drift. Each exposure in the ratio must then be weighted by its own cross section, and the relative size of the cross sections must be known.

**How a small fraction makes a deep tail**

In the continuous-slowing picture, an atom of energy \(E\) travels a path \(\int_0^E dE'/S_e(E')\), where \(S_e>0\) is the total energy lost per unit length, nuclear and electronic together (for boron in silicon at these energies the nuclear part is the larger). The drift neutrals therefore travel farther than the decelerated ions by

\[
\int_{E_f}^{E_d}\frac{dE'}{S_e(E')}>0 .
\]

Scattering makes depth differ from path length, so the depths themselves must be supplied. I take Gaussian profiles in an amorphous target, with mean depth and width \(R_f=4\) nm, \(w_f=2.5\) nm for the slow atoms, and \(R_d=15\) nm, \(w_d=8\) nm for the fast ones. With total dose \(D\) the concentration is

\[
C(z)=D\left[\frac{1-c}{\sqrt{2\pi}\,w_f}e^{-(z-R_f)^2/2w_f^2}
+\frac{c}{\sqrt{2\pi}\,w_d}e^{-(z-R_d)^2/2w_d^2}\right].
\]

Let the depth of interest be where \(C\) falls to \(C_t=10^{18}\) cm\(^{-3}\). The fast component alone reaches \(C_t\) at its peak when \(c\) equals

\[
c^*=\frac{\sqrt{2\pi}\,w_dC_t}{D}.
\]

With \(w_d=8\times10^{-7}\) cm and \(D=1.007\times10^{15}\) cm\(^{-2}\), \(c^*=0.20\%\). Equivalently, the fast dose \(cD\) must exceed \(\sqrt{2\pi}\,w_dC_t=2.0\times10^{12}\) cm\(^{-2}\), whatever the total dose. The example has \(4.1\times10^{12}\) cm\(^{-2}\).

Above \(c^*\), and deep enough for the slow component to be negligible, the condition \(C=C_t\) becomes

\[
\frac{c}{c^*}\,e^{-(z-R_d)^2/2w_d^2}=1 .
\]

Taking the logarithm and choosing the deeper root,

\[
z=R_d+w_d\sqrt{2\ln(c/c^*)}.
\]

For \(c/c^*=0.4066/0.1991=2.04\), this is \(15+8\times1.195=24.6\) nm. The root of the full profile is also 24.6 nm, while the clean beam reaches \(C_t\) at 13.6 nm. With these Gaussian profiles, four atoms in a thousand move the contour by 11 nm, because at that depth the slow Gaussian has already fallen far below \(C_t\).

The response is strongly nonlinear. At \(c^*/2\) the contour is at 14.0 nm, less than half a nanometre beyond the clean one; at \(2c^*\) it is at 24.4 nm. Between them it moves steeply but without a jump. Past 15 nm both components fall with depth. From 13.6 to 15 nm the fast one rises, by at most about \(0.02(c/c^*)\times10^{18}\) cm\(^{-3}\) per nm, but the slow one falls by at least \(0.17\times10^{18}\) cm\(^{-3}\) per nm. For the values of \(c\) used here the sum decreases throughout, so the contour has a single position that varies continuously.

This turns a depth requirement into a gas requirement. At \(c=c^*\) the contour lies at about 16.2 nm, so keeping it shallower than this requires \(c<c^*\). The condition is necessary but not sufficient, because gap neutrals, treated below, tighten it. For the stated dose, threshold and cross section, that means a drift pressure integral below \(1.24\times10^{-4}\) Torr cm. The base pressure alone supplies \(1.20\times10^{-4}\) in the drift. That leaves almost no allowance for outgassing, and none once neutrals from the end of the bend, estimated below, are counted.

**How far the numbers can be trusted**

The energies, depths and widths are roughly those of decelerated boron implants for shallow junctions in silicon. The dose, pressures and cross sections are round illustrative inputs, not data for a particular gas. The result is sensitive to the neutralization cross section. Halving it, with the total dose held fixed, gives \(c=0.20\%\) and a contour at 16.8 nm; doubling it gives 0.81% and 28.4 nm. The fraction is nearly proportional to \(\sigma_{10}\), but the depth is especially sensitive here because the halved value falls close to \(c^*\).

Real silicon is crystalline unless it has been amorphized, and channelling can make a deep tail without any energy contamination. If 5% of the atoms are given an exponential profile with a 4 nm decay length, the clean contour moves from 13.6 to 19.3 nm and the contaminated one to 25.9 nm. The shift due to fast neutrals then shrinks from 11 to 6.6 nm in this model, which leaves the fast profile unchanged; in a real crystal the fast neutrals channel too, and deeper. A deep tail is therefore not proof of neutralization. In this model the two can be separated by changing the drift gas with the beam and target held fixed: the fast dose follows \(N_d\), while the channelled fraction does not.

Annealing also spreads the profile. An added Gaussian broadening of 3 nm puts the clean and contaminated contours at 18.5 and 24.7 nm. The clean contour moves 4.9 nm deeper, but the contaminated one hardly moves, because broadening the fast profile also lowers its peak, which offsets most of the gain in width. The difference therefore falls to 6.2 nm.

Of the omitted sources of excess energy estimated here, gap neutrals are the largest. Their fraction is

\[
e^{-\sigma_{10}N_d}\left(1-e^{-\sigma_{10}N_g}\right)=0.061\%,
\]

or 15% of \(c\). The depth profile above places them in the slow component, although they land with intermediate energies. This makes the calculated contours too shallow, most of all when \(c\) is close to \(c^*\). With depth and width interpolated as powers of the energy, the contour moves from 24.6 to 24.8 nm in the example, but from 16.2 to about 18 nm at \(c=c^*\). For the same shape of pressure profile, the drift integral that holds 16.2 nm drops from \(1.24\times10^{-4}\) to about \(1.13\times10^{-4}\) Torr cm. Neutrals from the last part of the bend can also pass through. For a bend radius of 50 cm and an aperture half-width of 5 cm at the gap entrance, they add about 4% to the drift exposure.

Smaller or less direct corrections remain. A rough 10 eV loss in the charge-changing collision is 0.3% of the drift energy. A neutral leaving the bend at one degree lands 1.4 cm off axis; apertures reduce \(c\) only if they pass a larger share of the ions than of these neutrals. In a purely planar retarding field, as between grids, the ions spread further off axis as they slow down, and apertures near the wafer can raise \(c\) instead. A gap without grids is itself a lens and can bring the ions closer to the axis than the neutrals, so the sign of the effect depends on the optics. The Gaussians place 5.5% of the slow atoms and 3.0% of the fast ones outside the surface, which limits the accuracy of the profile near the surface and of its normalization. The shape also matters far below the peak. Boron profiles in amorphous silicon are not Gaussian, and at \(C_t\) a Gaussian with the right mean and width puts the clean contour 1 to 2 nm too shallow. The shift caused by the fast atoms is then nearer 8 to 10 nm than 11 nm.

The result also depends on a line of sight from the drift to the wafer. If the beam is bent again after deceleration, and the straight path is blocked, the drift neutrals do not follow the ions and this source of the tail is removed. Without such a bend, the gas between the last bend and the gap largely sets the full-energy fraction. The numerical output below lists the values used.

## Values computed for the example and the checks

```
drift, final energy: 3000, 500 eV
drift, gap, post length: 60, 5, 15 cm
base, outgas pressure: 2.0e-06, 1.0e-05 Torr
outgas decay length: 30 cm; gas: 300 K
s10, s01: 5.0e-16, 2.0e-16 cm^2
gas density per Torr: 3.2188e+16 cm^-3
pressure at bend exit, wafer: 2.695e-06, 1.200e-05 Torr
drift pressure integral: 2.5318e-04 Torr cm
gap, post integrals: 3.793e-05, 1.480e-04 Torr cm
drift exposure Nd: 8.1494e+12 cm^-2
gap exposure Ng: 1.221e+12 cm^-2
total exposure: 1.4136e+13 cm^-2
contaminated fraction c: 0.4066 %
c, thin-gas estimate s10*Nd: 0.4075 %
c without outgassing: 0.1929 %
c from wafer pressure x drift length: 1.152 %
counted ion fraction I/I0: 0.99296
Nd/Ntot: 0.5765
counted dose: 1.00e+15 cm^-2
excess of total over counted dose: 0.709 %
full-energy dose: 4.095e+12 cm^-2
-- Monte Carlo checks
particles per run: 400000
gas x300, two-way, fast: MC 0.5446, formula 0.5439
gas x50, one-way, fast: MC 0.1845, formula 0.1843
same run, ions: MC 0.7022, formula 0.7023
same run, c from current: 0.1844
gas only before gap: fast 0.1795
gas only after gap: fast 0.0000, neutral 0.1813
-- depth profile
slow depth, width: 4.0, 2.5 nm
fast depth, width: 15.0, 8.0 nm
threshold concentration: 1.0e+18 cm^-3
takeover fraction c*: 0.1991 %
drift exposure limit for c*: 1.238e-04 Torr cm
contour, clean beam: 13.61 nm
contour, contaminated: 24.56 nm; law 24.56 nm
contour at c*/2, 2c*: 14.04, 24.42 nm
-- neglected effects
re-ionization changes c by -0.106 % of c
gap neutrals: 0.0608 % of atoms, 0.149 of c
bend radius, half aperture: 50, 5 cm
end of bend adds 4.28 % to drift exposure
energy defect 10 eV: 0.33 % of drift energy
1 degree divergence: 1.40 cm at wafer
Gaussian outside target, slow: 5.5 %
Gaussian outside target, fast: 3.0 %
channelled part, decay: 5 %, 4 nm
clean contour with channelling: 19.34 nm
contaminated, with channelling: 25.91 nm
anneal broadening: 3 nm
contours then, clean, contaminated: 18.54, 24.73 nm
s10 halved: c 0.2035 %, contour 16.80 nm
s10 doubled: c 0.8116 %, contour 28.41 nm
```
